# Boundary condition and short-distance cutoff in the one-dimensional Coulomb problem: a numerical check

```python
# 1D Coulomb problem, Hartree atomic units, E = -1/(2 nu^2) = -kappa^2/2.
# beta = lim_{x->0+}(psi'/psi + 2 ln x) for the decaying solution of -psi''/2 - psi/x = E psi.
# Claims: beta = 2 f(nu), f = ln(nu/2) - digamma(1-nu) - 2 gamma - 1/(2 nu);
# even levels of the extension with length b obey f(nu) = ln b.
# Cutoff V = -1/(|x|+a) + g delta(x): beta = 2 ln a + g + a(g^2+4g+8-kappa^2)+...;
# g=0: E0 ~ -2 ln^2 a, even nu = n + 1/Lambda_n, odd nu = n + 2a.
# Soft cutoff -1/sqrt(x^2+a^2): b = a/2.  |psi(0)|^2 = 1/(2 nu^3 f'(nu)).
import math
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar
from scipy.linalg import eigh_tridiagonal
from scipy.special import exp1, lambertw, digamma, zeta
from scipy.constants import physical_constants

EV = physical_constants['Hartree energy in eV'][0]
G = float(mp.euler)
mp.mp.dps = 20
f = lambda nu: mp.log(nu/2) - mp.digamma(1-nu) - 2*G - 1/(2*nu)
fprime = lambda nu: float(1/nu + 1/(2*nu**2) + mp.psi(1, 1-nu))
energy = lambda nu: -0.5/nu**2
Lam = lambda n, a: math.log(n/(2*a)) - digamma(n) - 2*G - 0.5/n
def nu_ext(n, b):
    return brentq(lambda v: float(f(v)) - math.log(b), n+1e-4, n+1-1e-4, xtol=1e-14)

def shoot(nu, a, soft=False):
    # integrate inward in s = ln(x+a); components psi, dpsi/dx, half-line norm
    k2 = 1/nu**2
    def rhs(s, y):
        r = math.exp(s)
        w = 1/math.hypot(r-a, a) if soft else 1/r
        return [r*y[1], r*(k2-2*w)*y[0], -r*y[0]*y[0]]
    return solve_ivp(rhs, [math.log(nu*(35+2*nu)), math.log(a)], [1.0, -1/nu, 0.0],
                     method='DOP853', rtol=1e-11, atol=1e-12).y

def level(n, parity, a, g=0.0, soft=False):
    def F(nu):
        p, d, _ = shoot(nu, a, soft)[:, -1]
        return (d-g*p if parity == 'even' else p)/math.hypot(p, d)
    if parity == 'odd':
        return brentq(F, n-0.3, n+0.3, xtol=1e-13)
    nu = brentq(F, n+(0.002 if n == 0 else 0.005), n+0.95, xtol=1e-13)
    assert np.sum(np.diff(np.sign(shoot(nu, a, soft)[0])) != 0) == n   # half-line nodes
    return nu

def pair(nu1, nu2, r0=1e-12):
    # pure Coulomb: beta1 and integrals of u1u2, u1u1, u2u2 with u(0)=1
    k1, k2 = 1/nu1, 1/nu2
    def rhs(s, y):
        r = math.exp(s)
        return [r*y[1], (r*k1*k1-2)*y[0], r*y[3], (r*k2*k2-2)*y[2],
                -r*y[0]*y[2], -r*y[0]**2, -r*y[2]**2]
    X = 40/min(complex(k1).real, complex(k2).real)
    y = solve_ivp(rhs, [math.log(X), math.log(r0)], np.array([1, -k1, 1, -k2, 0, 0, 0], complex),
                  method='DOP853', rtol=1e-11, atol=1e-12).y[:, -1]
    return y[1]/y[0]+2*math.log(r0), y[4]/(y[0]*y[2]), y[5]/y[0]**2, y[6]/y[2]**2

print("units: energy hartree, length bohr, kappa/g/beta/|psi(0)|^2 1/bohr, nu and delta pure")
# deficiency vector at E = i and boundary function
nui = (1+1j)/2
bi, Ni, _, _ = pair(nui, nui.conjugate())
bf = complex(2*f(mp.mpc(nui)))
assert abs(bi-bf) < 1e-6 and abs(Ni-bf.imag/2) < 1e-7
print(f"E=i: beta = {bi.real:.6f}{bi.imag:+.6f}i, half-line norm = {Ni.real:.6f}")
# orthogonality for equal b, Wronskian identity for unequal b
n0, n1, m1 = nu_ext(0, 1.0), nu_ext(1, 1.0), nu_ext(1, 0.1)
b0, I, A, B = pair(n0, n1)
assert abs(b0) < 1e-6 and abs(I)/abs(A*B)**0.5 < 1e-7
print(f"b=1: nu0={n0:.6f} E={energy(n0):.6f}; nu1={n1:.6f} E={energy(n1):.6f}")
_, I, A, B = pair(n0, m1)
assert abs((energy(n0)-energy(m1))*I.real - (math.log(1.0)-math.log(0.1))) < 1e-6
print(f"b=0.1: nu1={m1:.6f}; normalised overlap with nu0(b=1) = {(I/(A*B)**0.5).real:.5f}")

ev, ratios = {}, []
for a in [1e-2, 1e-4, 1e-6, 1e-8, 1e-30]:
    L = math.log(1/a)
    for n in range(3):
        nu = ev[a, n] = level(n, 'even', a)
        res = 2*float(f(nu)) - 2*math.log(a)
        # 1e-4: ODE round-off amplified by beta^2 at tiny a
        assert abs(res) < 2*a*(8+nu**-2) + 1e-4
        if a == 1e-4:
            assert abs(res - a*(8-nu**-2)) < 0.02*a*(8+nu**-2)
        if n and a <= 1e-4:
            assert abs((nu-n)*Lam(n, a)-1) < 4*(nu-n)**2
    k = 1/ev[a, 0]
    ratios.append(energy(ev[a, 0])/(-2*L*L))
    if a <= 1e-8:
        rest = k - (2*math.log(1/(2*a*k)) - 2*G + math.pi**2/(3*k))
        assert abs(rest - 2*zeta(3)/k**2) < 0.1*2*zeta(3)/k**2 + 1e-5
    print(f"a={a:.0e}: kappa={k:.5f} E0={-k*k/2:.4f} -2ln^2a={-2*L*L:.4f} ratio={ratios[-1]:.4f}")
    print(f"   even delta1={ev[a,1]-1:.5f} 1/Lambda1={1/Lam(1,a):.5f} "
          f"delta2={ev[a,2]-2:.5f} 1/Lambda2={1/Lam(2,a):.5f} 1/ln(1/a)={1/L:.5f}")
assert all(x < y < 1 for x, y in zip(ratios, ratios[1:]))

od = {}
for a in [1e-2, 1e-4]:
    for n in (1, 2):
        od[a, n] = level(n, 'odd', a)
        assert abs((od[a, n]-n)/(2*a)-1) < 3*a*math.log(1/a)
    print(f"a={a:.0e}: odd delta1={od[a,1]-1:.5e} delta2={od[a,2]-2:.5e} 2a={2*a:.1e}")

# exact Whittaker conditions against shooting
a = 1e-2
W = lambda k, z: mp.whitw(k, 0.5, z)
for n in range(2):
    r = mp.findroot(lambda v: (a/v-v)*W(v, 2*a/v)-W(v+1, 2*a/v), (ev[a, n]-1e-4, ev[a, n]+1e-4))
    assert abs(r-ev[a, n]) < 1e-8
r = mp.findroot(lambda v: W(v, 2*a/v), (od[a, 1]-1e-4, od[a, 1]+1e-4))
assert abs(r-od[a, 1]) < 1e-8

# full-line diagonalization: order, parity, no missing level
def diag(N):
    h = a*np.expm1(np.linspace(0, math.log(1+120/a), N+1))
    x = np.concatenate([-h[:0:-1], h]); d = np.diff(x); m = (d[1:]+d[:-1])/2
    D = (0.5/d[1:]+0.5/d[:-1])/m - 1/(abs(x[1:-1])+a)
    w, v = eigh_tridiagonal(D, -0.5/d[1:-1]/np.sqrt(m[1:]*m[:-1]),
                            select='i', select_range=(0, 4), tol=1e-12)
    return w, np.sum(v*v[::-1], axis=0)
(w1, _), (w2, par) = diag(2000), diag(4000)
wd = (4*w2-w1)/3
ref = [energy(v) for v in (ev[a, 0], od[a, 1], ev[a, 1], od[a, 2], ev[a, 2])]
assert np.allclose(wd, ref, rtol=1e-5, atol=0) and np.allclose(par, [1, -1, 1, -1, 1], atol=1e-3)
print("a=1e-02 diagonalization E:", " ".join(f"{e:.6f}" for e in wd))
print("a=1e-02 shooting        E:", " ".join(f"{e:.6f}" for e in ref))

# density at the origin
for n in range(2):
    nu = ev[1e-8, n]; p, _, N = shoot(nu, 1e-8)[:, -1]
    assert abs(p*p/(2*N)*2*nu**3*fprime(nu)-1) < 1e-4
    lead = 1/nu if n == 0 else (nu-n)**2/(2*n**3)
    assert abs(p*p/(2*N)/lead-1) < 0.25
    print(f"a=1e-08 even n={n}: |psi(0)|^2={p*p/(2*N):.6f} leading form={lead:.6f}")

# delta core holds b = 1 fixed
for a in [1e-4, 1e-6]:
    g = 2*math.log(1/a); out = []
    for n in range(2):
        nu = level(n, 'even', a, g=g); out.append(nu)
        pred = a*(g*g+4*g+8-nu**-2)
        assert abs(2*float(f(nu))-pred) < 0.02*pred
    print(f"a={a:.0e} with core g={g:.4f}: nu0={out[0]:.6f} nu1={out[1]:.6f}")

# soft cutoff
a = 1e-4
sv = [level(n, 'even', a, soft=True) for n in range(2)]
for nu in sv:
    assert abs(2*float(f(nu))-2*math.log(a/2)) < 10*a
print(f"soft a=1e-04: E0={energy(sv[0]):.4f} even delta1={sv[1]-1:.5f} "
      f"b/a={math.exp(float(f(sv[0])))/a:.5f}")
a = 1e-2
dE = energy(level(1, 'odd', a, soft=True))+0.5
pt = sum(quad(lambda x: 4*x*x*math.exp(-2*x)*(1/x-1/math.hypot(x, a)), u, v)[0]
         for u, v in [(0, a), (a, 0.1), (0.1, 1), (1, 40)])
assert abs(dE/pt-1) < 0.02
print(f"soft a=1e-02: odd n=1 shift={dE:.4e} first order={pt:.4e}")

# worked example
a = 1e-4
Evar = lambda k: k*k/2 - 2*k*math.exp(2*k*a)*exp1(2*k*a)
o = minimize_scalar(Evar, bounds=(1, 50), method='bounded', options={'xatol': 1e-9})
q = quad(lambda s: math.exp(-2*o.x*(math.exp(s)-a)), math.log(a), math.log(40/o.x), limit=200)[0]
assert abs(o.x**2/2-2*o.x*q-o.fun) < 1e-6
E0 = energy(ev[a, 0])
assert E0 < o.fun < 0.97*E0
kL = 2*lambertw(math.exp(-G)/(4*a)).real
assert abs(kL*ev[a, 0]-1) < 0.03
print(f"example a=1e-04: ln(1/a)={math.log(1/a):.5f} nu0={ev[a,0]:.6f}")
print(f"  E0={E0:.4f} hartree = {E0*EV:.1f} eV")
print(f"  Lambert kappa={kL:.4f} E={-kL*kL/2:.4f}; variational kappa={o.x:.4f} E={o.fun:.4f}")
print(f"  Lambda1={Lam(1,a):.5f} Lambda2={Lam(2,a):.5f}")
for n in (1, 2):
    print(f"  n={n}: E_odd={energy(od[a,n]):.6f} E_even={energy(ev[a,n]):.6f} limit={energy(n):.6f}")
sp = energy(ev[a, 1])-energy(od[a, 1])
print(f"  n=1 even-odd splitting={sp:.6f} hartree = {sp*EV:.4f} eV")
print(f"  n=1 odd shift={energy(od[a,1])+0.5:.4e} hartree = {(energy(od[a,1])+0.5)*EV:.5f} eV")
print(f"a for even delta1=0.01 (from f): log10(a/bohr)={float(f(mp.mpf('1.01')))/math.log(10):.2f}")
print("PASS")
```

It prints:

```
units: energy hartree, length bohr, kappa/g/beta/|psi(0)|^2 1/bohr, nu and delta pure
E=i: beta = -3.652089+5.452115i, half-line norm = 2.726058
b=1: nu0=0.656326 E=-1.160731; nu1=1.667026 E=-0.179922
b=0.1: nu1=1.450449; normalised overlap with nu0(b=1) = -0.24205
a=1e-02: kappa=4.60726 E0=-10.6134 -2ln^2a=-42.4152 ratio=0.2502
   even delta1=0.27002 1/Lambda1=0.35276 delta2=0.27205 1/Lambda2=0.35998 1/ln(1/a)=0.21715
a=1e-04: kappa=11.34480 E0=-64.3522 -2ln^2a=-169.6607 ratio=0.3793
   even delta1=0.12743 1/Lambda1=0.13441 delta2=0.12810 1/Lambda2=0.13544 1/ln(1/a)=0.10857
a=1e-06: kappa=19.34284 E0=-187.0727 -2ln^2a=-381.7367 ratio=0.4901
   even delta1=0.08128 1/Lambda1=0.08302 delta2=0.08159 1/Lambda2=0.08341 1/ln(1/a)=0.07238
a=1e-08: kappa=27.77411 E0=-385.7005 -2ln^2a=-678.6430 ratio=0.5683
   even delta1=0.05939 1/Lambda1=0.06006 delta2=0.05956 1/Lambda2=0.06026 1/ln(1/a)=0.05429
a=1e-30: kappa=125.96858 E0=-7934.0421 -2ln^2a=-9543.4166 ratio=0.8314
   even delta1=0.01485 1/Lambda1=0.01486 delta2=0.01486 1/Lambda2=0.01487 1/ln(1/a)=0.01448
a=1e-02: odd delta1=1.83882e-02 delta2=1.84071e-02 2a=2.0e-02
a=1e-04: odd delta1=1.99643e-04 delta2=1.99645e-04 2a=2.0e-04
a=1e-02 diagonalization E: -10.613436 -0.482107 -0.309992 -0.122730 -0.096858
a=1e-02 shooting        E: -10.613436 -0.482107 -0.309992 -0.122730 -0.096858
a=1e-08 even n=0: |psi(0)|^2=25.800149 leading form=27.774107
a=1e-08 even n=1: |psi(0)|^2=0.001467 leading form=0.001764
a=1e-04 with core g=18.4207: nu0=0.658035 nu1=1.668625
a=1e-06 with core g=27.6310: nu0=0.656361 nu1=1.667060
soft a=1e-04: E0=-78.0675 even delta1=0.11753 b/a=0.50000
soft a=1e-02: odd n=1 shift=7.0503e-04 first order=7.1078e-04
example a=1e-04: ln(1/a)=9.21034 nu0=0.088146
  E0=-64.3522 hartree = -1751.1 eV
  Lambert kappa=11.0713 E=-61.2863; variational kappa=9.4374 E=-63.2041
  Lambda1=7.43998 Lambda2=7.38312
  n=1: E_odd=-0.499800 E_even=-0.393364 limit=-0.500000
  n=2: E_odd=-0.124975 E_even=-0.110404 limit=-0.125000
  n=1 even-odd splitting=0.106436 hartree = 2.8963 eV
  n=1 odd shift=1.9958e-04 hartree = 0.00543 eV
a for even delta1=0.01 (from f): log10(a/bohr)=-44.18
PASS
```
